Plasmon dispersion of jellium at sodium's density in adiabatic LDA

**Problem**

Sodium has one valence electron per atom, and its valence density corresponds to a density parameter r_s of roughly 4 bohr, where r_s is the radius of a sphere holding one electron. Model these electrons as jellium: an unpolarized electron gas at zero temperature on a rigid, uniform, neutralizing background, with r_s = 4 bohr.

(a) Within linear response and the adiabatic local density approximation (ALDA), find the squared plasmon frequency ω²(q) through order q², and then through order q⁴.

(b) Evaluate the dispersion with and without exchange and correlation.

(c) Find where the expansion, or the undamped plasmon itself, ceases to apply.

Hartree atomic units are used, so ħ = m = e = 1 and the Fermi velocity v_F equals the Fermi wavevector k_F. The density and Fermi wavevector are

n = 3/(4πr_s³) = 0.003730 bohr⁻³

k_F = (3π²n)^(1/3) = 0.4798 bohr⁻¹

**First estimate by scaling**

Treat the gas as a fluid with velocity u, and let δv be the change in an electron's potential energy caused by a density change δn. Linearized continuity and Newton's law read

∂δn/∂t = −n∇·u,  ∂u/∂t = −∇δv.

Differentiating the first equation in time and inserting the second gives ∂²δn/∂t² = n∇²δv. For a wave of wavevector q and frequency ω this becomes

ω²δn = nq²δv.

The Coulomb repulsion contributes (4π/q²)δn to δv. A local energy per electron ε(n) contributes sδn, with s = d²(nε)/dn². Hence

ω² ≈ 4πn + nsq².

If ε scales as n^p, two differentiations give ns = p(p+1)ε. The kinetic energy per electron is 3k_F²/10, with p = 2/3, so its contribution is (10/9)(3k_F²/10) = k_F²/3 = 0.0767.

For exchange and correlation, picture each electron as attracted to a hole of unit charge at a distance of about r_s. With the factor 1/2 for a pair interaction, ε ≈ −1/(2r_s) and p = 1/3. The contribution is −(4/9)/(2r_s) = −0.0556. The estimated coefficient of q² is therefore

A_est = 0.0767 − 0.0556 ≈ 0.021.

This is a small difference of two larger terms, so an error of order one in either of them matters. The kinetic term also assumes that the gas has time to reach its local ground state during an oscillation, which the microscopic response must decide.

**Solution within ALDA**

*The plasmon condition.* Let χ0(q,ω) be the density response of independent electrons. They respond to the external potential and to the potential induced by the density change:

δn = χ0[δv_ext + (4π/q² + f_xc)δn].

In ALDA the exchange-correlation potential at each point and instant is that of a uniform gas with the local density, v_xc = d(nε_xc)/dn. Its change is f_xc δn, with

f_xc = d²(nε_xc)/dn².

Because this relation is local in space and time, f_xc depends on neither q nor ω. A plasmon is a density oscillation that persists with δv_ext = 0, so

(4π/q² + f_xc)χ0(q,ω) = 1.

*The independent-electron response.* With ε_k = k²/2, occupations f_k and a factor 2 for spin,

χ0 = 2∫d³k/(2π)³ (f_k − f_{k+q})/(ω + ε_k − ε_{k+q}).

The highest energy of an electron-hole pair at small q is qk_F + q²/2. For ω above this edge no denominator vanishes and χ0 is real. In the term with f_{k+q}, replace k by k − q. Since ε_k − ε_{k+q} = −k·q − q²/2 and ε_{k−q} − ε_k = −k·q + q²/2, the integrand becomes

f_k[1/(ω − k·q − q²/2) − 1/(ω − k·q + q²/2)] = f_k q²/[(ω − k·q)² − q⁴/4].

Now expand at fixed ω for small q. With x = k·q/ω,

1/[(ω − k·q)² − q⁴/4] = (1/ω²)[1 + 2x + 3x² + 4x³ + 5x⁴ + q⁴/(4ω²) + …].

Odd powers of x vanish on averaging over the Fermi sphere. The even ones need the angular averages ⟨cos²θ⟩ = 1/3 and ⟨cos⁴θ⟩ = 1/5, together with ⟨k²⟩ = 3k_F²/5 and ⟨k⁴⟩ = 3k_F⁴/7:

3⟨x²⟩ = 3·(1/3)·(3/5)k_F²q²/ω² = (3/5)k_F²q²/ω²

5⟨x⁴⟩ = 5·(1/5)·(3/7)k_F⁴q⁴/ω⁴ = (3/7)k_F⁴q⁴/ω⁴

Since 2∫d³k/(2π)³ f_k = n,

χ0 = (nq²/ω²)[1 + (3/5)k_F²q²/ω² + q⁴/(4ω²) + (3/7)k_F⁴q⁴/ω⁴ + …].

*Solving order by order.* Write W = ω², ω_p² = 4πn, a = (3/5)k_F², b = (3/7)k_F⁴ and g = nf_xc. Inserting χ0 into the plasmon condition and multiplying by W gives

W = (ω_p² + gq²)[1 + aq²/W + q⁴/(4W) + bq⁴/W² + …].

At order zero W = ω_p². At order q², W may be replaced by ω_p² inside the bracket, which leaves gq² + ω_p²·aq²/ω_p². Therefore

ω² = ω_p² + [(3/5)v_F² + nf_xc]q² + O(q⁴).

With the electron mass restored, the second term in the bracket is nf_xc/m. It is added, and it lowers the plasmon energy when f_xc is negative.

For the next order, call the bracket A = a + g and use 1/W = (1/ω_p²)(1 − Aq²/ω_p² + …) in the term aq²/W. The coefficient of q⁴ collects four pieces:

B = −aA/ω_p² + 1/4 + b/ω_p² + ga/ω_p².

Since −aA + ga = −a², the kernel cancels. With b − a² = (3/7 − 9/25)k_F⁴ = (12/175)k_F⁴,

B = 1/4 + 12v_F⁴/(175ω_p²).

The cancellation relies on a kernel that is constant in q and ω. A kernel with a q² correction would contribute to B.

*Why the kinetic coefficient is 3/5.* At ω = 0 and q → 0, the ratio of differences in χ0 becomes df/dε, and χ0 tends to minus the density of states at the Fermi level, −k_F/π². The static stiffness is then

n/|χ0| = [k_F³/(3π²)](π²/k_F) = k_F²/3,

which is the kinetic term of the estimate. There the compressed gas settles into a larger Fermi sphere.

In a long-wavelength plasmon an electron moves at most about v_F/ω in the time 1/ω, much less than 1/q as q → 0 (at r_s = 4 bohr in ALDA the ratio qv_F/ω is 0.22 at q = 0.1 bohr⁻¹ but already 0.60 at q = 0.3 bohr⁻¹). Electrons from different parts of the wave therefore do not mix, and the compressed gas cannot settle into a new Fermi sphere. A compression n → n(1 + η) along q stretches the momenta along q by the same factor. The momentum flux P = n⟨k_z²⟩, with z along q, grows as (1 + η)³, so that

dP/dn = 3⟨k_z²⟩ = (3/5)k_F².

The fast stiffness exceeds the static one by the factor 9/5.

**Numbers for r_s = 4 bohr**

The plasma frequency is ω_p = (4πn)^(1/2) = 0.2165 hartree = 5.89 eV. The kinetic term is (3/5)(0.4798)² = 0.1381.

For exchange, ε_x = −3k_F/(4π) scales as n^(1/3), so

nf_x = (4/9)ε_x = −k_F/(3π) = −0.0509.

The second density derivative of the PW92 correlation energy adds nf_c = −0.0062. In total

nf_xc = −0.0509 − 0.0062 = −0.0571

A = 0.1381 − 0.0571 = 0.0810.

Setting f_xc = 0 gives the random phase approximation (RPA), with A = 0.1381. The ALDA kernel lowers this coefficient by 41%. Taking the square root of ω² gives ω ≈ ω_p + αq² with α = A/(2ω_p), which is 0.319 in RPA and 0.187 in ALDA, in hartree bohr².

To go beyond the expansion, χ0 can be computed from its definition. The integral over directions perpendicular to q gives the area of a disc, the remaining integral along q is done by Gauss-Legendre quadrature, and the plasmon condition is solved by a bracketed root search. The energies in eV are:

| q (bohr⁻¹) | RPA, full | RPA, through q² | ALDA, full | ALDA, through q² |
|---|---|---|---|---|
| 0.1 | 5.980 | 5.978 | 5.944 | 5.942 |
| 0.2 | 6.264 | 6.229 | 6.128 | 6.092 |
| 0.3 | 6.818 | 6.627 | 6.544 | 6.333 |

The "through q²" columns are the square root of ω_p² + Aq². They lie below the full roots, as a positive B suggests. Here B = 0.328, so at q = 0.3 bohr⁻¹ in ALDA

ω² ≈ 0.0469 + 0.0810·0.09 + 0.328·0.0081 = 0.0568.

This corresponds to 6.49 eV. The q⁴ term thus recovers about 0.15 eV of the 0.21 eV missing from the quadratic formula, and higher orders supply the rest.

**Limits of the result**

The plasmon is undamped in this model while it lies above the pair continuum. Solving the plasmon condition with ω = qk_F + q²/2 locates the meeting point at q = 0.454 bohr⁻¹ in RPA and 0.415 bohr⁻¹ in ALDA. Beyond it, the oscillation can decay into single electron-hole pairs. The attractive kernel lowers the plasmon and brings the meeting point to smaller q. The expansion loses accuracy gradually before that point: in ALDA the formula through q² is 0.04 eV too low at q = 0.2 bohr⁻¹ and 0.21 eV too low at q = 0.3 bohr⁻¹.

Dilution brings a second change. The kinetic term scales as k_F² and the exchange term as k_F, so exchange gains weight at low density. With exchange alone, A vanishes when (3/5)k_F² = k_F/(3π), or k_F = 5/(9π) = 0.177 bohr⁻¹, which is r_s ≈ 10.9 bohr. With PW92 correlation included, a numerical root search puts the zero at r_s = 8.95 bohr. Other correlation fits (VWN, PZ, Chachiyo) place it between 8.94 and 9.01 bohr and shift the ALDA energy at q = 0.3 bohr⁻¹ by about 0.001 eV. For larger r_s the ALDA plasmon at first falls with q. At r_s = 12 bohr, for example, the full root at q = 0.02 bohr⁻¹ is 1.1331 eV, against ω_p = 1.1338 eV.

The adiabatic kernel is itself an uncontrolled step. It applies a static exchange-correlation stiffness at the plasma frequency, although the kinetic stiffness has just been seen to differ by a factor 9/5 between slow and fast motion. The opposite, infinite-frequency limit of the kernel, quoted here from the third-frequency-moment sum rule, is nf_xc(∞) = −(22/15)ε_xc − (26/15)r_s dε_xc/dr_s. At r_s = 4 bohr it equals −0.013, which would lower A by about 10% instead of 41% and move its zero to r_s ≈ 27 bohr. The kernel at ω_p need not equal either limit, so the 41% and the 8.95 bohr belong to ALDA. ALDA also omits damping by multiple electron-hole pairs, and jellium omits the lattice, the band structure and the polarizable ion cores of sodium. The energies above are therefore results for the model, not measured values for the metal.

**Comparison of estimate and solution**

The scaling argument finds the right structure: a Coulomb term independent of q, a positive kinetic stiffness and a negative exchange-correlation stiffness. Its coefficient, 0.021, is nevertheless about a quarter of the ALDA value, 0.081. The difference separates into

kinetic: 0.1381 − 0.0767 = +0.0614

exchange-correlation: −0.0571 + 0.0556 = −0.0016 (from unrounded values)

Nearly all of the error comes from using the static 1/3 in place of 3/5. The close agreement of the exchange-correlation terms is partly luck, because two errors offset each other. At r_s = 4 bohr the LDA energy is ε_xc = −0.146 rather than the estimated −0.125, while the ratio nf_xc/ε_xc is 0.39 rather than 4/9, since ε_xc is not a pure power n^(1/3).

The same fault shifts the predicted sign change. Equating k_F²/3 with 2/(9r_s), and using k_F = 1.919/r_s, gives r_s ≈ 5.5 bohr instead of 8.95 bohr. The estimate does put sodium's density on the side of positive dispersion, but with much too small a margin.
